\section*{Delta1 electrons in iron are not simply s electrons}

\section{Definitions}

Let $z$ be the normal of a bcc iron electrode, along a cube axis, and let the in-plane wavevector be zero, so that $\mathbf k=(0,0,k)$. The cubic lattice constant is $a$, and $k$ runs from $\Gamma$ ($k=0$) to $H$ ($k=2\pi/a$). Spin-orbit coupling is neglected until its effect is estimated below. Algebra is in atomic units, numbers in eV and \AA.

Eight operations leave the crystal and $\mathbf k$ unchanged: the rotations about $z$ by multiples of $90^\circ$, and four mirrors whose planes contain $z$. A state is called $\Delta_1$ if all eight leave it invariant. The mirror $z\to-z$ is not among them, since it reverses $\mathbf k$.

The orbitals are $s$, three $p$ and five $d$ functions on each atom, taken as orthonormal. Here $d_{z^2}$ is the function proportional to $3z^2-r^2$. With $|j,\mathbf R\rangle$ orbital $j$ on the atom at $\mathbf R$,
\begin{equation}
H_{ij}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle i,\mathbf 0|H|j,\mathbf R\rangle .
\end{equation}

\section{The belief and its appeal}

The belief is that $\Delta_1$ electrons are $s$ electrons, and that an MgO barrier favours them because it passes $s$ electrons and stops $d$ electrons. It has some support. An $s$ orbital is invariant under every rotation, so it certainly has $\Delta_1$ symmetry, and the lowest $\Delta_1$ level at $\Gamma$ in the model below is purely $s$. The error is to reverse the implication: $s$ implies $\Delta_1$, but $\Delta_1$ does not imply $s$.

\section{Which orbitals are invariant}

Both $p_z$ and $d_{z^2}$ depend on position only through $z$ and $x^2+y^2$ (with a common radial factor). The eight operations preserve these quantities, so both orbitals are as invariant as $s$.

The other six fail. A $180^\circ$ rotation reverses $p_x$, $p_y$, $d_{yz}$ and $d_{zx}$; a $90^\circ$ rotation reverses $d_{xy}$ and $d_{x^2-y^2}$. Let $g$ be the reversing rotation, $f$ an invariant orbital and $h$ one of these six. Because $g$ commutes with $H(\mathbf k)$,
\begin{equation}
\langle f|H|h\rangle=\langle gf|H|gh\rangle=-\langle f|H|h\rangle=0 .
\end{equation}
The three invariant orbitals therefore form a separate $3\times3$ block. Symmetry permits them to mix; whether they do depends on its off-diagonal elements. The list of three belongs to an $s,p,d$ basis: $5z^3-3zr^2$ and $x^4-6x^2y^2+y^4$, of $f$ and $g$ type, are also invariant.

\section{The mixing matrix}

Consider a bond along the unit vector $\mathbf u$, with $n=u_z$ and $t=\sqrt{1-n^2}$. Let $u$ be the coordinate along the bond, $w$ the perpendicular one in the plane of $z$ and the bond, and $v$ the third. Then $z=nu+tw$, so $p_z=n\,p_\sigma+t\,p_\pi$. For the $d$ orbital, define $D_\sigma=(3u^2-r^2)/2$, $D_\pi=\sqrt3\,uw$ and $D_\delta=\tfrac{\sqrt3}{2}(w^2-v^2)$, which have equal norms. Hence
\begin{equation}
u^2=\frac{r^2+2D_\sigma}{3},\qquad
w^2=\frac{r^2-D_\sigma}{3}+\frac{D_\delta}{\sqrt3}.
\end{equation}
Substitution makes the $r^2$ terms cancel, because $n^2+t^2=1$:
\begin{align}
\frac{3z^2-r^2}{2}
&=\frac{3n^2u^2+6nt\,uw+3t^2w^2-r^2}{2}\nonumber\\
&=P D_\sigma+\sqrt3\,nt\,D_\pi+\frac{\sqrt3}{2}t^2D_\delta,
\qquad P=\frac{3n^2-1}{2}.
\end{align}

In the two-centre approximation only components of the same type ($\sigma$, $\pi$ or $\delta$) couple. The bond elements are
\begin{align}
E_{ss}&=V_{ss},\quad E_{sz}=nV_{sp},\quad E_{sd}=PV_{sd},\nonumber\\
E_{zz}&=n^2V_{pp\sigma}+t^2V_{pp\pi},\nonumber\\
E_{zd}&=nPV_{pd\sigma}+\sqrt3\,nt^2V_{pd\pi},\nonumber\\
E_{dd}&=P^2V_{dd\sigma}+3n^2t^2V_{dd\pi}+\tfrac34t^4V_{dd\delta}.
\end{align}

Set $\theta=ka/2$. The eight nearest neighbours have $n=\pm1/\sqrt3$, so $P=0$ and $t^2=2/3$. Their phases sum to $8\cos\theta$ for elements even in $n$; for odd elements, the sum including the sign of $n$ is $8i\sin\theta$. In the second shell, the two axial neighbours have $P=1$, $t=0$ and give $2\cos2\theta$ or $2i\sin2\theta$. The four in-plane neighbours have $n=0$, $P=-1/2$, $t=1$ and phase one. With superscripts for the shells,
\begin{align}
H_{ss}&=E_s+8V_{ss}^{(1)}\cos\theta+V_{ss}^{(2)}(4+2\cos2\theta),\nonumber\\
H_{zz}&=E_p+\tfrac83\bigl(V_{pp\sigma}^{(1)}+2V_{pp\pi}^{(1)}\bigr)\cos\theta
+2V_{pp\sigma}^{(2)}\cos2\theta+4V_{pp\pi}^{(2)},\nonumber\\
H_{dd}&=E_d+\tfrac83\bigl(2V_{dd\pi}^{(1)}+V_{dd\delta}^{(1)}\bigr)\cos\theta
+V_{dd\sigma}^{(2)}(1+2\cos2\theta)+3V_{dd\delta}^{(2)},\nonumber\\
H_{sz}&=iX,\quad X=\tfrac{8}{\sqrt3}V_{sp}^{(1)}\sin\theta+2V_{sp}^{(2)}\sin2\theta,\nonumber\\
H_{zd}&=iY,\quad Y=\tfrac{16}{3}V_{pd\pi}^{(1)}\sin\theta+2V_{pd\sigma}^{(2)}\sin2\theta,\nonumber\\
H_{sd}&=Z=2V_{sd}^{(2)}(\cos2\theta-1).
\end{align}
Direct $s$--$d_{z^2}$ coupling between nearest neighbours vanishes because the cube diagonal lies on the angular node of $d_{z^2}$. Mixing proceeds through the second shell and through $p_z$.

At $\Gamma$ and $H$, $\theta=0$ or $\pi$, so $X=Y=Z=0$ and the $\Delta_1$ levels have pure orbital character. Near $\Gamma$, $X$ and $Y$ grow as $k$, and $Z$ as $k^2$. A state that starts as $d_{z^2}$, well separated from the other two levels, therefore gains a $p_z$ amplitude of order $k$. Its $s$ amplitude is of order $k^2$, both directly and through $p_z$.

\section{A number for the majority state}

The following rough, round parameters describe an iron-like electrode of an Fe/MgO junction: $a=2.9$ \AA, $E_s=3.8$ eV, $E_p=11$ eV, and $E_d=-1.75$ eV for majority and $0.45$ eV for minority spin. The hoppings, in eV, are

\begin{center}
\begin{tabular}{lrr}
 & shell 1 & shell 2\\
$V_{ss}$ & $-1.2$ & $-0.4$\\
$V_{sp}$ & $1.6$ & $0.7$\\
$V_{sd}$ & $-0.8$ & $-0.5$\\
$V_{pp\sigma},V_{pp\pi}$ & $2.2,-0.2$ & $1.2,\ 0$\\
$V_{pd\sigma},V_{pd\pi}$ & $-0.9,\ 0.4$ & $-0.4,\ 0.1$\\
$V_{dd\sigma},V_{dd\pi},V_{dd\delta}$ & $-0.65,\ 0.4,-0.08$ & $-0.35,\ 0.1,\ 0$
\end{tabular}
\end{center}

Filling all bands with eight electrons per atom, with Fermi occupations at 300 K, places the Fermi level at $E_F=0.119$ eV on this scale. A coarser wavevector mesh changes it by $0.05$ eV; finer meshes give $0.11$ to $0.13$ eV, settling near $0.125$ eV, and move the $s$ weight found below by about $0.002$ at most. The later digits of $E_F$, and of quantities computed from it, serve only the arithmetic. The majority $\Delta_1$ band that starts as pure $d_{z^2}$ at $\Gamma$, $1.00$ eV below $E_F$, crosses $E_F$ at $k_F=0.828$ \AA$^{-1}$, or $0.38$ of the way to $H$.

There $\theta=0.8282\times2.9/2=1.201$ and $\cos2\theta=-0.739$. For example, $Z=2(-0.5)(-1.739)=1.739$ eV. The other elements are $H_{ss}=-0.679$, $H_{zz}=10.962$, $H_{dd}=-0.889$, $X=7.834$ and $Y=1.450$ eV.

Write the amplitudes as $(c_s,iq,c_d)$. The eigenvalue equations then have real coefficients:
\begin{align}
(H_{ss}-E_F)c_s-Xq+Zc_d&=0,\nonumber\\
-Xc_s+(H_{zz}-E_F)q+Yc_d&=0,\nonumber\\
Zc_s+Yq+(H_{dd}-E_F)c_d&=0.
\end{align}
Thus $p_z$ is a quarter cycle out of phase with $s$ and $d_{z^2}$. The second equation gives
\begin{equation}
q=\frac{7.834c_s-1.450c_d}{10.843}=0.7225c_s-0.1337c_d .
\end{equation}
Insertion into the first gives $-6.458c_s+2.787c_d=0$, so $c_s=0.432c_d$ and $q=0.178c_d$. The third equation is then satisfied to rounding. Normalization requires $c_d^2(1+0.186+0.032)=1$, hence
\begin{equation}
(c_s,iq,c_d)=(0.391,\ 0.161i,\ 0.906).
\end{equation}
The weights are about $15\%$ $s$, $3\%$ $p_z$ and $82\%$ $d_{z^2}$. In this model the $\Delta_1$ electron at the Fermi level is, by weight, mostly a $d$ electron.

The small components still matter for motion. Differentiating $E=c^\dagger Hc$ gives $dE/dk=c^\dagger(dH/dk)c$, because the terms from $dc/dk$ add to $E\,d(c^\dagger c)/dk=0$. The result is $3.03$ eV\,\AA, or $4.6\times10^5$ m/s. In this basis, terms diagonal in the orbitals supply $0.92$ eV\,\AA\ and cross terms $2.10$ eV\,\AA. A state made of a single orbital would lack the cross terms. The diagonal part is itself a cancellation: $+2.22$ from $s$, $-0.29$ from $p_z$ and $-1.01$ eV\,\AA\ from $d_{z^2}$. If each cross term is shared equally between its two orbitals, $s$ carries more than $90\%$ of the velocity. In this basis the state is mostly $d$ by weight, but its motion is due mainly to the $s$ admixture.

\section{What the barrier distinguishes}

Let the first barrier layer carry a function $F$ with the same eight symmetries. For one of the six non-invariant orbitals $h$, the earlier argument gives $\langle F|h\rangle=\langle gF|gh\rangle=-\langle F|h\rangle=0$. For $s$, $p_z$ and $d_{z^2}$ no such cancellation is imposed.

As an illustration, represent the layer by nine $s$-type Gaussians, a three-by-three patch of a square net of side $a$, with the central one $2.2$ \AA\ above an iron atom. Give all orbitals the radial form $r^l e^{-\alpha r^2}$, with $\alpha=0.5$ \AA$^{-2}$ and $l=0,1,2$ for $s,p,d$. The overlaps with $s$, $p_z$ and $d_{z^2}$ are $0.462$, $0.718$ and $0.425$; the other six vanish to rounding. Multiplied by the Bloch amplitudes, the contributions are $0.18$, $0.12i$ and $0.39$, the largest being that of $d_{z^2}$. This ranking rests on the common exponent. Real iron $3d$ orbitals are more compact than $4s$ orbitals, and raising the $d$ exponent alone to $1.5$ \AA$^{-2}$ lowers the $d_{z^2}$ contribution to $0.13$, below that of $s$. That $d$ function is still wide: its root-mean-square radius is $1.1$ \AA. With free-atom iron $4s$ and $3d$ orbitals, of radii $1.9$ and $0.7$ \AA, the contributions are about $0.44$ for $s$ and $0.10$ for $d_{z^2}$. Symmetry allows the $d_{z^2}$ coupling but does not make it large. These magnitudes and their order are not a prediction for a junction. The symmetry zeros do not depend on the radial form.

The zeros do depend on the layer's symmetry. Shifting it sideways by $0.5$ \AA\ along $x$ gives $p_x$ an overlap of $0.024$. Nor does an allowed overlap fix the transmission, which also depends on decay inside the barrier. In MgO the slowest-decaying state at zero in-plane wavevector has $\Delta_1$ symmetry; this is an input here, not a result of the model.

Spin selectivity enters through the band positions. Raising the minority $d$ level by $2.2$ eV leaves no minority $\Delta_1$ band between $2.30$ eV below and $1.20$ eV above $E_F$. Minority states of other symmetries can still exist there.

\section{How far the numbers can be trusted}

The model's moment, about $2.35$ Bohr magnetons per atom, is near the rough value of $2.2$ for iron. Since the exchange splitting was put in by hand, this shows only that the parameters are iron-like; it does not test the weights. Moving the energy by $0.1$ eV either way, about four times the thermal energy at 300 K, changes the $s$ weight to $13\%$ or $17\%$.

Scaling all three inter-orbital couplings by $0.8$ or $1.2$, with $E_F$ held fixed, gives $s$ weights of $22\%$ and $11\%$; if all $s$--$p$, $s$--$d$ and $p$--$d$ hoppings are scaled and the bands are refilled, the weights are $26\%$ and $10\%$. With $E_F$ fixed, the jointly stronger coupling gives less $s$ for two reasons of similar size. First, even at the original $k_F$ the $s$ weight is $19\%$ and $13\%$ for the two factors: eliminating $p_z$ lowers the effective $s$ level by $X^2/(H_{zz}-E)$, which grows as the square of the factor and moves that level away from $d_{z^2}$. Second, the crossing moves. At fixed $k$, the band energy changes with the scale factor at the rate
\begin{equation}
E_F-\sum_i|c_i|^2H_{ii}=0.119+0.549\simeq0.67\ \mathrm{eV}.
\end{equation}
The band rises and meets $E_F$ at smaller $k$, nearer the pure $d_{z^2}$ state at $\Gamma$. The crossing lies at $0.868$ and $0.784$ \AA$^{-1}$ for the factors $0.8$ and $1.2$, and this shift supplies the rest of the change.

Weights also depend on the definition of the orbitals. Assume an overlap matrix $S$ equal to one minus the hopping matrix divided by 30 eV. If the amplitudes above are read as coefficients of the symmetrically orthogonalized orbitals, the Mulliken weights change by less than $0.002$, but that change is of second order in the overlap by construction. If instead $H$ is kept and $Hc=ESc$ is solved, the Mulliken weights at $E_F$ become $17\%$, $4\%$ and $79\%$. With this $S$ the equation multiplies the hoppings by $1+E/(30\ \mathrm{eV})$, so the result depends on the zero of energy. Lowering all on-site levels and $E_F$ by 5 eV gives $28\%$, $6\%$ and $66\%$; raising them by 5 eV gives about $10\%$, $2\%$ and $88\%$. Another overlap model could change them more. The symmetry label does not depend on this choice.

Real junctions break the assumption of pure spin. With the moment along $z$ and a rough spin-orbit constant of $0.06$ eV, the followed state acquires $5\%$ minority weight. The coupling to the minority $d_{zx},d_{yz}$ pair is about $\tfrac12(0.06)\sqrt6(0.906)=0.067$ eV. At $k_F$ this pair lies $0.24$ eV below $E_F$, and the spin-orbit term lowers the coupled member by a further $0.03$ eV; a two-level estimate with a gap of $0.27$ eV gives the $5\%$. The figure thus depends on a level spacing of the model: it ranges from $6\%$ to $4\%$ as the energy moves from $0.05$ eV below $E_F$ to $0.05$ eV above, and it is $3\%$ with the moment along $x$. The mixing is mutual but smaller for the minority states at $E_F$: with the moment along $z$ the minority $d_{zx},d_{yz}$ pair splits, and where the two members cross $E_F$ one carries about $0.5\%$ majority $\Delta_1$ weight and the other none. The spin filter is thus imperfect. An in-plane wavevector of $0.10$ \AA$^{-1}$ puts $0.14\%$ (along $x$) or $0.16\%$ (along the in-plane diagonal) of the weight on the six other orbitals, without spin-orbit coupling. Interface disorder, which mixes in-plane wavevectors, is not included in these figures.

\section*{Calculated quantities}
\begin{verbatim}
Rough iron-like model; weights are in the order s, pz, dz2
lattice constant: 2.90 angstrom; valence electrons: 8
levels E_s, E_p: 3.80, 11.00 eV
level E_d majority, minority: -1.75, 0.45 eV
d exchange splitting: 2.20 eV
first-shell hoppings (eV): ss=-1.2 sp=1.6 sd=-0.8 pps=2.2 ppp=-0.2 pds=-0.9 pdp=0.4 dds=-0.65 ddp=0.4 ddd=-0.08
second-shell hoppings (eV): ss=-0.4 sp=0.7 sd=-0.5 pps=1.2 ppp=0 pds=-0.4 pdp=0.1 dds=-0.35 ddp=0.1 ddd=0
number of invariant s,p,d orbitals: 3
invariant orbitals: ['s', 'pz', 'dz2']
Fermi level on the model scale: 0.119 eV
Fermi level change, coarser mesh: 0.0486 eV
majority, minority electrons per atom: 5.18, 2.82
spin moment: 2.36 Bohr magnetons per atom
majority Delta1 levels at Gamma minus E_F: -8.319  -0.999  18.081 eV
majority Delta1 levels at H minus E_F: -4.839  8.481  10.881 eV
k at H: 2.1666 1/angstrom
majority Delta1 crossing k_F: 0.8282 1/angstrom
k_F as a fraction of Gamma-H: 0.382
block at k_F, H_ss, H_zz, H_dd: -0.679  10.962  -0.889 eV
block at k_F, H_sz/i, H_zd/i, H_sd: 7.834  1.450  1.739 eV
amplitudes: s 0.391, pz 0.161 i, dz2 0.906
weights at the Fermi level: 0.153  0.026  0.821
band velocity dE/dk: 3.026 eV angstrom
band velocity: 4.598e+05 m/s
own-orbital part of dE/dk: 0.924 eV angstrom
cross-orbital part of dE/dk: 2.102 eV angstrom
minority Delta1 lower band top minus E_F: -2.296 eV
minority Delta1 next band bottom minus E_F: 1.201 eV
barrier layer height: 2.20 angstrom; Gaussian exponent: 0.50 1/angstrom^2
barrier overlap with s, pz, dz2: 0.462  0.718  0.425
largest barrier overlap with the other six: 5.1e-17
px overlap, layer shifted 0.50 angstrom: 0.024
spin-orbit constant 0.06 eV: minority weight 5.05e-02
in-plane k 0.10 1/angstrom: weight on other orbitals 1.42e-03
weights 0.10 eV below E_F: 0.133  0.020  0.847
weights 0.10 eV above E_F: 0.172  0.033  0.795
weights, inter-orbital terms x 0.8: 0.224  0.033  0.742
weights, inter-orbital terms x 1.2: 0.112  0.021  0.867
overlap model: S = 1 - hopping/(30 eV)
Mulliken weights with overlap: 0.154  0.026  0.820
thermal energy at 300 K: 0.0259 eV
\end{verbatim}
